Dyakonov-Perel Spin Relaxation and the Persistent Spin Helix, part 1

(Sections cited here and not found follow in the second part.)

## First half: relaxation by motional narrowing

Take a cold two-dimensional electron gas with effective mass 0.07 m_e, density 4×10¹¹ cm⁻² and a Rashba coupling of 1 meV nm, and polarize its spins slightly along the normal of the plane. If the electrons are scattered every 0.1 ps, the polarization lives for 43 ps. If they are scattered every 0.4 ps, it lives for only about 10 ps. Scattering, which destroys the direction of motion, here protects the spin. The explanation lies in the way the spin-orbit coupling ties the rotation of a spin to the motion of its electron. The same tie, followed one step further, leads, when a second spin-orbit term of equal strength is present, to a spin pattern that spin-independent scattering cannot destroy at all.

Let x and y be the cubic axes in the plane of the gas, z its normal, and k = p/ħ. The Hamiltonian of one electron is

H = p²/2m + α(k_yσ_x − k_xσ_y) + β(k_xσ_x − k_yσ_y) + V(r).

The term with α is the Rashba coupling, and the term with β is the linear Dresselhaus coupling. Both coefficients are an energy times a length, so in Gaussian units they are measured in erg cm; 1 meV nm is 1.602×10⁻²² erg cm. The disorder potential V does not act on spin. Collecting the coefficients of σ_x and σ_y, we write the two spin terms as

h(k) = (ħ/2) Ω(k)·σ,

Ω(k) = (2/ħ)(αk_y + βk_x, −αk_x − βk_y, 0).

The vector Ω is linear in k. It therefore reverses when the electron reverses its motion, and its average over all directions of k vanishes.

To follow a polarization that may vary in space, take the matrix element of the density matrix between wave vectors k + q/2 and k − q/2. It describes electrons near k in a pattern proportional to exp(iq·r). It is still a 2×2 matrix in spin, which we write as

ρ = ½(f + S·σ),

where f is the charge part and S the spin part. Its time derivative is −(i/ħ)(Hρ − ρH). The kinetic energy contributes the difference of two energies,

(ħ²/2m)(|k + q/2|² − |k − q/2|²) = ħ²k·q/m = ħ v·q,   v = ħk/m,

and hence the term −i v·q ρ, which describes free flight. Since h is linear in its argument, the spin-orbit part is

h(k + q/2)ρ − ρh(k − q/2) = [h(k), ρ] + ½{h(q), ρ}.

For the commutator we use [a·σ, b·σ] = 2i(a×b)·σ, which gives

−(i/ħ)(ħ/2)(½)[Ω·σ, S·σ] = ½(Ω×S)·σ.

Comparison with ρ shows that S precesses as dS/dt = Ω×S. The anticommutator has a different role. Acting on S·σ it gives ħΩ(q)·S, a pure number, so it turns spin into charge; acting on f it turns charge into spin. Compared with v·q, each such conversion carries the factor

|Ω(q)|/(vq) ~ (2α/ħ)/(ħk/m) = αk/(ħ²k²/2m),

which is αk_F/E_F at the Fermi circle, 0.012 in the example. This comparison alone does not justify dropping the term, because v·q averages to zero over the directions of k and the conversion does not. Against the diffusive rates found below, at q of order mα/ħ², the term by itself is of relative size 1/(k_Fℓ), with ℓ the mean free path. It must therefore be dropped together with the spin splitting in the collisions, which enters at the same order in αk_F/E_F; for equal couplings the two cancel exactly. We drop both. The conversion vanishes at q = 0, and the second half shows that for the helix it is absent, not merely small.

The disorder enters through a collision term. We assume that the mean free path ℓ is long compared with 1/k_F, so that successive collisions can be treated as independent events with definite rates. We also assume that αk_F is small compared with E_F, so that the spin splitting can be ignored in the energy balance of a collision. Finally, we take the polarization to be weak and the thermal energy to be small compared with E_F, which is 13.7 meV in the example and corresponds to about 160 K. The polarization is then carried by electrons at the Fermi circle, whose state is labelled by the direction θ of k. The kinetic equation is

∂S_θ/∂t = Ω×S_θ − i v·q S_θ + ∫(dθ′/2π) W(θ − θ′)(S_θ′ − S_θ).

Here W is an even function, the rate of scattering through a given angle. The collision term keeps the average of S over θ unchanged, because each electron that leaves one direction arrives in another with its spin intact. On a distribution proportional to exp(iθ) it acts as multiplication by a negative number. Putting φ = θ − θ′,

∫(dφ/2π) W(φ)(e^(−iφ) − 1) = −∫(dφ/2π) W(φ)(1 − cos φ) = −1/τ₁,

since the odd part of the integrand vanishes. This defines τ₁, the time in which the memory of the direction of motion is lost. The factor 1 − cos φ gives little weight to small deflections. For isotropic scattering W is the constant 1/τ, and τ₁ = τ.

Consider first a uniform polarization, q = 0. Split it into its angular average and the rest,

S_θ = S̄ + δS_θ,   ⟨δS⟩ = 0,

where ⟨ ⟩ is the average over θ. Averaging the kinetic equation removes the collision term, and it removes ⟨Ω×S̄⟩ because ⟨Ω⟩ = 0. What remains is

dS̄/dt = ⟨Ω×δS⟩.

The average spin changes only through the anisotropic part. Subtracting this from the full equation gives

∂δS/∂t = Ω×S̄ + [Ω×δS − ⟨Ω×δS⟩] + collisions.

Now let Ωτ₁ be small. The source Ω×S̄ is a first harmonic of θ, so collisions relax the response to it at the rate 1/τ₁. After a few scattering times the source and the collisions balance, and

δS = τ₁ Ω×S̄.

This is smaller than S̄ by a factor Ωτ₁. The left side is smaller than the retained terms by (Ωτ₁)², because S̄ itself turns out to change at a rate of order Ω²τ₁. The bracket is smaller by one factor Ωτ₁, but it is a second harmonic. Its contribution to δS, multiplied by the first harmonic Ω, averages to zero. The first corrections to the rate are therefore of relative order (Ωτ₁)² and Ω²τ₁τ₂, where τ₂ is the relaxation time of a second harmonic, defined like τ₁ but with 1 − cos 2φ. Both must be small. The second is much the larger when scattering is concentrated near 180°, where τ₂ far exceeds τ₁. Inserting δS gives

dS̄/dt = τ₁⟨Ω×(Ω×S̄)⟩ = −τ₁[⟨Ω²⟩S̄ − ⟨Ω(Ω·S̄)⟩].

In components, dS̄_i/dt = −Σ_j Γ_ij S̄_j, with the Dyakonov-Perel rates

Γ_ij = τ₁(⟨Ω²⟩δ_ij − ⟨Ω_iΩ_j⟩).

A spin component is relaxed only by the part of Ω perpendicular to it, since rotation about its own axis leaves it unchanged.

The tensor becomes diagonal in the axes

n = (1, −1, 0)/√2,   e₊ = (1, 1, 0)/√2,   z,

which form a right-handed set: n×e₊ = z. Let k₊ = (k_x + k_y)/√2 and k₋ = (k_x − k_y)/√2 be the components of k along e₊ and n. Projecting Ω,

Ω_n = (Ω_x − Ω_y)/√2 = (2/ħ)(α + β)k₊,

Ω₊ = (Ω_x + Ω_y)/√2 = (2/ħ)(α − β)(k_y − k_x)/√2 = −(2/ħ)(α − β)k₋.

On the circle ⟨k₊²⟩ = ⟨k₋²⟩ = k²/2 and ⟨k₊k₋⟩ = 0. The cross term ⟨Ω_nΩ₊⟩ thus vanishes, and the three rates are

Γ_n = τ₁⟨Ω₊²⟩ = 2k²τ₁(α − β)²/ħ²,

Γ₊ = τ₁⟨Ω_n²⟩ = 2k²τ₁(α + β)²/ħ²,

Γ_z = τ₁⟨Ω_n² + Ω₊²⟩ = Γ_n + Γ₊,

with k = k_F. Numerical diagonalization of the kinetic equation, with unequal couplings and angle-dependent scattering, confirms these rates in the narrowing regime, with a largest relative deviation from the formulas of 6.2×10⁻⁵. It also confirms that, for couplings of the same sign, the slowest component points along n.

For pure Rashba coupling the length of Ω is the same in every direction, Ω = 2αk_F/ħ, and the formulas reduce to Γ_z = Ω²τ₁ and Γ_n = Γ₊ = Ω²τ₁/2. The example has k_F = 0.1585 nm⁻¹ and Ω = 0.4817 ps⁻¹. With isotropic scattering and τ = 0.2 ps, the angle turned in one scattering time is Ωτ = 0.4817 × 0.2 = 0.096, and the lifetime along z is

1/(Ω²τ) = 1/(0.4817² × 0.2) ps = 21.55 ps.

The in-plane lifetime is twice as long, 43.1 ps. The assumption of a long mean free path is fair but not extreme here: the Fermi velocity is 262 nm/ps, and k_Fℓ = 0.1585 × 262.2 × 0.2 = 8.3. At τ = 0.1 ps it is only 4.2, and the lifetime given for that case is an estimate.

The same result can be read as a random walk, which shows where the name motional narrowing comes from. Between collisions a spin turns by a small angle about an axis fixed by the direction of flight. After an isotropic collision the new axis is unrelated to the old one. As long as the total rotation is small, the rotation vectors simply add, and since their directions are independent only their squares survive the average. A flight of duration t has ⟨t²⟩ = 2τ² if collisions occur at a constant rate 1/τ, and a time T contains T/τ flights. The mean square angle is therefore

⟨φ²⟩ = (T/τ)·Ω²·2τ² = 2Ω²τT.

For Rashba coupling all axes are perpendicular to z, so S_z falls to 1 − ⟨φ²⟩/2 = 1 − Ω²τT. This is the decay rate Ω²τ found above. More frequent scattering gives more steps, in proportion to 1/τ, but each contributes a squared angle proportional to τ². The product is proportional to τ, and the spin lives longer.

This argument must fail when scattering is rare, because a spin that completes whole turns between collisions is not making small steps. Pure Rashba coupling allows the crossover to be followed without assuming that Ωτ₁ is small. Then Ω = Ω(sin θ, −cos θ, 0). Try a distribution whose normal component Z is the same for all θ, and whose in-plane part points along the motion, A(cos θ, sin θ). The normal component of Ω×S is

Ω_xS_y − Ω_yS_x = ΩA(sin²θ + cos²θ) = ΩA,

and its in-plane part is

(Ω_yZ, −Ω_xZ) = −ΩZ(cos θ, sin θ).

The torque reproduces the assumed form. Collisions leave Z alone and relax A, a first harmonic, at the rate 1/τ₁. The equations close:

dZ/dt = ΩA,   dA/dt = −ΩZ − A/τ₁.

Differentiating the first and using the second gives d²Z/dt² + (1/τ₁)dZ/dt + Ω²Z = 0, so that solutions exp(λt) require

λ² + λ/τ₁ + Ω² = 0,   λ = [−1 ± √(1 − 4Ω²τ₁²)]/(2τ₁).

This is a damped oscillator. For small Ωτ₁ the slow root is −Ω²τ₁(1 + Ω²τ₁² + …), which recovers motional narrowing and gives its first correction. At τ = 0.4 ps, where Ωτ = 0.193, the narrowing formula gives 10.8 ps and the quadratic 10.4 ps. At τ = 0.1 ps the two agree within 0.3 per cent. Above Ωτ₁ = ½ the roots are complex: the polarization oscillates, and its envelope decays at the rate 1/(2τ₁), so that more scattering now shortens its life. Tests on both sides of this value confirm the roots and the change in their character.

A simulation of electrons that fly, precess and scatter at random provides a check that does not use the kinetic equation. At τ = 0.4 ps it leaves S_z = 0.395 after 10 ps. The two-root solution that starts from Z = 1 and A = 0 gives 0.397, and the difference lies within the statistical tolerance of the test.

A polarization that varies in space needs one change. With q restored, the operator acting on S_θ before collisions is

L = Ω× − i v·q.

Both parts are linear in k, so L is a first harmonic just as Ω was. The earlier steps can be repeated with L in place of Ω×. If vqτ₁ is small as well as Ωτ₁,

δS = τ₁LS̄,   dS̄/dt = τ₁⟨L²⟩S̄.

Without spin-orbit coupling this is ordinary diffusion, since τ₁⟨(v·q)²⟩ = Dq² with D = v²τ₁/2. In the example with τ = 0.2 ps, D is about 6870 nm²/ps. With spin-orbit coupling, precession and flight appear together inside a square, and there they can cancel.

When the precession angle between collisions is small, more frequent scattering lengthens the life of a uniform spin polarization, and the same method gives an equation for patterns that vary in space. It remains to show how precession and flight cancel when the two couplings are equal, leaving a spin pattern that spin-independent scattering cannot destroy.
